Surface phase boundaries from total energies and gas chemical potentials

A total-energy calculation for a surface contains no gas and no temperature. If it alone decides which adsorbate layer forms, pressure has no influence, and the predicted layer can be wrong. The model surface treated below shows this. Measured from the clean surface and nitrogen molecules at rest, a full nitrogen layer has the lowest energy of all arrangements, −0.076 Ry per site. At 800 K and 1 Pa it is nevertheless less stable than the clean surface, because the atoms in it have given up the large entropy they had in the gas. The missing quantity is the chemical potential of the gas.

**The quantity and its conventions**

Take a surface of area A at temperature T, in contact with gases at partial pressures p_i. Relative to the clean surface, a given phase contains N_i adsorbed atoms of kind i and ΔN_s additional substrate atoms, a number that is negative if atoms were removed. The claim is that the phase which forms minimizes

Δγ = [G_ads − G_clean − ΔN_s μ_s − Σ_i N_i μ_i(T,p_i)]/A.

The chemical potentials enter with a minus sign, since each adsorbed atom has been taken from a reservoir. A negative Δγ means that the phase is more stable than the clean surface. If a slab carries the same layer on both faces, the divisor is 2A.

**First derivation: exchange with a reservoir**

Enclose the surface, a large amount of gas and a piece of bulk substrate in a vessel held at constant temperature and pressure. No atoms enter or leave. The second law then says that the total Gibbs free energy is a minimum at equilibrium.

Let the clean surface change into the phase considered. The surface part changes by G_ads − G_clean. The gas loses N_i atoms of kind i. By definition μ_i is the change of the gas free energy per added atom, so the gas part changes by −Σ_i N_i μ_i, provided the gas is large enough for μ_i to stay constant. The bulk substrate supplies ΔN_s atoms and changes by −ΔN_s μ_s. The sum is

ΔG_total = G_ads − G_clean − ΔN_s μ_s − Σ_i N_i μ_i = A Δγ.

Minimizing the total free energy at fixed A is therefore the same as minimizing Δγ.

For one adsorbate with areal density Γ = N/A, write Δγ = g − Γμ, where g collects everything that does not depend on μ. At fixed T each phase is a straight line in μ with slope −Γ. Phases a and b have equal Δγ when g_a − Γ_a μ = g_b − Γ_b μ, hence

μ* = (g_a − g_b)/(Γ_a − Γ_b).

This crossing is a phase boundary if no third line lies below it. The stable phases form the lower envelope of the lines, and since the envelope turns towards steeper negative slopes, the coverage cannot fall as μ rises.

**The chemical potential of nitrogen**

Adsorbed atoms supplied by N2 obey μ_N = μ_N2/2 if molecules can dissociate on the surface and atoms can recombine. For N ideal-gas molecules in a volume V, each with partition function q, the free energy is F = −kT ln(q^N/N!). With Stirling's formula,

F = −kT(N ln q − N ln N + N),
μ_N2 = ∂F/∂N = −kT ln(q/N).

The factors of q are as follows.

Translation gives V/λ³ with λ² = 2πħ²/(MkT), M being the molecular mass. In Rydberg units ħ = 1 and the electron mass m_e is 1/2, so λ² = 4π(m_e/M)/kT.

Rotation has levels BJ(J+1) with weight 2J+1. For kT ≫ B the sum over all J becomes the integral of exp(−By/kT) over y = J(J+1), which is kT/B. The two nuclei of ¹⁴N have nine joint spin states, six going with even J and three with odd J. Nuclear spin is left out of both gas and adsorbate, so the weights are divided by nine. Even and odd J each contribute half of kT/B, and the result is (6/9 + 3/9)/2 · kT/B = kT/(2B).

Vibration, taken as harmonic with quantum ħω, gives a geometric series, exp(−ħω/2kT)/[1 − exp(−ħω/kT)].

The total energy E(N2) gives exp(−E(N2)/kT).

Insert V/N = kT/p and define Δμ = μ_N − E(N2)/2. Then

Δμ(T,p) = ½{−kT ln[kT/(pλ³)] − kT ln[kT/(2B)] + ħω/2 + kT ln[1 − exp(−ħω/kT)]}.

The pressure occurs in one logarithm, so

Δμ(T,p) = Δμ(T,p₀) + ½kT ln(p/p₀).

The factor ½ is there because one molecule supplies two atoms.

**Boundaries in pressure and temperature**

Let E be the surface energy relative to the clean surface and E(N2)/2 per adsorbed atom. Each adsorbate is given three vibrations of quantum ħΩ, with free energy

f(T) = 3{ħΩ/2 + kT ln[1 − exp(−ħΩ/kT)]}.

Changes of the substrate vibrations are neglected, as is the pressure-volume term of the surface. At 800 K and 1 Pa a molecule has 7.5×10¹⁰ bohr³ of gas to itself and pV = kT = 0.0051 Ry. A volume change of 100 bohr³ per site would contribute about 7×10⁻¹² Ry.

Let m be the energy per added atom between two neighbouring phases. Their boundary is at Δμ = m + f(T). Substituting the pressure dependence and solving,

ln(p*/p₀) = 2[m + f(T) − Δμ(T,p₀)]/kT.

The slope follows from d(F/T)/d(1/T) = F − T dF/dT. For a Helmholtz free energy this is the energy, because dF/dT = −S; for a Gibbs free energy at fixed pressure it is the enthalpy. Applied to f it gives the vibrational energy u, and applied to 2Δμ it gives the molecular enthalpy h_gas measured from E(N2). Thus

d ln p*/d(1/T) = [2(m + u) − h_gas]/k.

When adsorption releases heat the right side is negative, and a hotter surface needs a higher pressure to keep the same layer.

**Second derivation: counting states**

The same result follows without prior knowledge of the phases. Put the surface and N molecules in a closed volume at temperature T. Let c be one arrangement of n adsorbed atoms, with free energy F_c relative to the clean surface. The gas retains N − n/2 molecules. The probability of c relative to that of the clean surface is

P_c/P_0 = exp(−F_c/kT) · [q^(N−n/2)/(N−n/2)!] · [N!/q^N].

The powers of q combine to q^(−n/2). The ratio of factorials is a product of n/2 factors between N − n/2 + 1 and N, which tends to N^(n/2) when n² ≪ N. Since N/q = exp(μ_N2/kT),

P_c/P_0 = exp(−F_c/kT) (N/q)^(n/2) = exp[−(F_c − nμ_N)/kT].

The combination F_c − nμ_N has appeared from the statistics of the gas. Further gases contribute further factors of this kind, and a bulk substrate that supplies ΔN_s atoms contributes exp(ΔN_s μ_s/kT). The numerator of Δγ is thereby recovered in full.

Molecules deliver atoms in pairs, so n is even here. Admitting odd n does not change the free energy per area of a large surface with M sites. Removing one atom turns an odd arrangement into an even one and changes its weight by a bounded factor, and at most M odd arrangements lead to the same even one. The odd sum is thus at most a constant times M times the even sum, and the logarithm of that factor divided by A vanishes for large A.

Now sum over all arrangements:

Ξ = Σ_c exp[−(F_c − nμ_N)/kT],  Δγ_stat = −(kT/A) ln Ξ.

Differentiating with respect to μ_N brings down n/kT in each term, so ∂Δγ_stat/∂μ_N = −⟨n⟩/A. This is the slope −Γ of the first derivation, with the mean coverage in place of that of a chosen phase.

To recover the lower envelope, let Δγ_min belong to the most probable arrangement. Ξ is at least as large as its largest term. If each of the M sites is either empty or singly occupied there are 2^M terms, so Ξ is at most 2^M times the largest one. Taking logarithms, with A₀ = A/M,

Δγ_min − (kT/A₀) ln 2 ≤ Δγ_stat ≤ Δγ_min.

As T → 0 at fixed μ_N − f the two sides meet, and the rule of the lowest Δγ is recovered. At finite temperature the rule leaves out a configurational term of at most kT ln 2 per site.

Sites without interaction show what this term does. Let b be the binding energy and x = Δμ − f + b. Each site contributes a factor 1 + exp(x/kT) to Ξ, and the coverage is

θ = 1/[1 + exp(−x/kT)].

The envelope predicts a jump from 0 to 1 at x = 0. There the sum gives −kT ln 2 per site against zero for the envelope, so the bound is reached. Because exp(x/kT) = (p/p*)^½, coverages of 0.1 and 0.9 occur at p*/81 and 81p*. The predicted jump is in fact a rise spread over a factor of 6561 in pressure.

**A surface whose ordered phases can be proved**

A list of computed phases may omit the stable one. For a square lattice gas the list can be shown to be complete. Let each atom be bound by b, with repulsion w1 between nearest and w2 between next-nearest neighbours. Divide the energy among the 2×2 squares of sites. There are as many squares as sites. A site belongs to four squares, a nearest-neighbour pair to two and a diagonal pair to one. The energy minus n(Δμ − f) is then a sum of contributions from the squares:

- empty: 0
- one atom: −x/4
- two atoms on a diagonal: −x/2 + w2
- two atoms side by side: −x/2 + w1/2
- three atoms: −3x/4 + w1 + w2
- four atoms: −x + 2w1 + 2w2

No arrangement can lie below the smallest of these values times the number of squares. For 0 < w2 < w1/2 the diagonal pair beats the side-by-side pair, and each remaining type can fill the whole lattice: the empty surface, a 2×2 lattice of atoms, the checkerboard, a 2×2 lattice of vacancies, and the full layer. The lower bound is attained, so within this model these coverages 0, 1/4, 1/2, 3/4 and 1 complete the list, apart from equally low variants such as shifted rows. Equating successive lines gives x = 0, 4w2, 4w1 and 4(w1 + w2), that is

m = −b, −b + 4w2, −b + 4w1, −b + 4(w1 + w2).

If w2 > w1/2, stripes replace the checkerboard. With w1 = 0.010 and w2 = 0.008 Ry at x = 0.036 Ry, stripes give 0.005 − 0.018 = −0.013 Ry per site and the checkerboard 0.008 − 0.018 = −0.010 Ry. The old list would miss the stable phase by 0.003 Ry per site.

**Nitrogen at 800 K and 1 Pa**

The molecule is computed with the PBE functional in the cc-pVTZ basis. The result carries the errors of the functional and the basis, and it neglects anharmonicity and the coupling of rotation to vibration. In the larger cc-pVQZ basis the rotational factor below changes from 140.57 to 140.3 and the vibrational term from 0.01064 to 0.01063 Ry, while Δμ keeps all the digits shown; spectroscopic constants of N2 change Δμ by about 10⁻⁵ Ry. The surface has round parameters and represents no particular material: b = 0.100, w1 = 0.010, w2 = 0.002 and ħΩ = 0.004 Ry, with 30 bohr² per site.

With kT = 0.005067 Ry and λ = 0.2204 bohr, the translational argument is 7.454×10¹⁰/0.2204³ = 6.96×10¹², whose logarithm is 29.57. The rotational factor 140.57 has logarithm 4.946, and the molecular vibration contributes 0.01064 Ry. Therefore

Δμ = ½(−0.14984 − 0.02506 + 0.01064) = −0.08213 Ry.

Translation dominates. Subtracting f = −0.00320 Ry leaves Δμ − f = −0.07893 Ry. For the checkerboard, with energy −0.048 Ry per site,

Δγ = [−0.048 + 0.5 × 0.07893]/30 = −2.85×10⁻⁴ Ry/bohr²,

or −0.22 J/m². Coverages 1/4 and 3/4 give −1.76×10⁻⁴ and −1.27×10⁻⁴ Ry/bohr², and the full layer +0.98×10⁻⁴. The checkerboard has the lowest value, although the full layer has the lowest energy.

Its lower pressure boundary has m = −0.092 Ry. The exponent is 2(−0.092 + 0.07893)/0.005067 = −5.16, which gives p* = 5.7×10⁻³ Pa. The upper boundary, m = −0.060 Ry, lies at 1.8×10³ Pa. Both pressures mark crossings of the lines for ordered phases; they do not show that the coverage jumps there. At a fixed pressure of 1 Pa the checkerboard has the lowest Δγ of the ordered phases between 606 and 936 K; thermal disorder is not included in this comparison, and, as discussed below, it removes the long-range order of the checkerboard at 800 K. The lines of the clean surface and the quarter layer cross at 1020 K. This does not mean that the surface is empty above that temperature, since a disordered layer remains: summing over arrangements gives a coverage of about 0.22 at 1020 K and 0.14 at 1100 K.

The boundary of the clean surface has slope −3.11×10⁴ K at 800 K. Heating by 8 K changes 1/T by −1.24×10⁻⁵ K⁻¹ and raises ln p* by 0.38, a factor of about 1.5 in pressure. Energy errors matter still more: an error of 0.01 Ry in m changes p* at 800 K by exp(0.02/0.005067), a factor of about 50. Boundary pressures are thus much less certain than their printed digits suggest.

**What each derivation assumes**

Both derivations require a gas in equilibrium with the surface and a reservoir too large to be depleted. Setting μ_N = μ_N2/2 also requires free dissociation and recombination. The second derivation assumes an ideal gas from the start; the first needs that assumption only when Δμ(T,p) is evaluated. The derivations also differ in what must be known about the surface. The first needs a free energy for each macroscopic phase. It is correct for any phases, with or without a lattice, if those free energies include configurational entropy. When they are replaced by the energy and vibrations of one ordered arrangement, disorder is lost, and nothing in the argument signals the loss. The second sums over all arrangements. It needs a rule that gives the free energy of any of them, such as the pair repulsions used here, and in return it delivers the disorder and a bound on its effect.

The difference is visible in the example. Summing over all arrangements of a 4×4 periodic cell at 800 K and 1 Pa lowers the free energy by 0.0007 Ry per site, within the bound of 0.0035 Ry. This is about 8% of the checkerboard's 0.0085 Ry. The coverage is 0.47, close to the ideal 0.5. The order is much less perfect: 58% of the 2×2 squares show the checkerboard pattern, against 2/16 = 12.5% for atoms placed at random at half coverage.

One might expect better order, since the checkerboard window is 0.032 Ry wide, more than six times kT. Yet even in its middle the share is 60%. The width is the cost of two defects together. In the middle, where x = 2(w1 + w2) = 0.024 Ry, removing an atom costs x − 4w2 = 0.016 Ry and adding one costs 4w1 − x = 0.016 Ry. Each is only about three times kT, and each such defect spoils four squares. If defects were independent, the share of intact squares would be [1 + exp(−0.016/kT)]⁻⁴, about 85%, so isolated defects do not account for the 60%. Unlike defects also make each other cheaper: beside a vacancy an added atom has three neighbours instead of four and costs only 3w1 − x = 0.006 Ry, little more than kT. Adding such adjacent pairs to the single defects lowers the estimate only to about three quarters. The rest comes from larger disordered regions: in the 4×4 cell 46% of the weight lies in arrangements that differ from either checkerboard at more than two sites. A window several times kT wide therefore does not guarantee good order. In the middle of the quarter-layer window, 59% of the squares hold one atom at 800 K, where random placement at coverage 1/4 would give 4 × ¼ × (¾)³ = 42%. At 100 K, with Δμ − f unchanged, the share is 99%. All these shares belong to the 4×4 cell, whose periodic repetition favours order. A larger surface is less ordered. On infinitely long strips ten sites wide, the checkerboard share at 800 K is about 48% at 1 Pa and 50% in the middle of the window, the one-atom shares are 58% at 800 K and 97% at 100 K, and the lowering of the free energy is 0.0006 Ry per site, about 7%. The growth of the correlation length with strip width places the ordering temperature in the middle of the checkerboard window near 640 K. At 1 Pa it shows no long-range order at any of seven temperatures from 606 to 900 K. At 800 K and 1 Pa the equilibrium layer of this model is therefore a disordered layer near half coverage with short-range checkerboard order. The rule of the lowest Δγ gives its coverage nearly correctly but not its structure.

Neither derivation says how fast equilibrium is reached. The rate of supply follows from the velocity distribution. With number density p/kT, the molecules moving towards the surface strike it at the rate

J = (p/kT) ∫₀^∞ v [M/(2πkT)]^½ exp(−Mv²/2kT) dv.

The integral of v exp(−Mv²/2kT) is kT/M, so J = (p/kT)[kT/(2πM)]^½ = p/(2πMkT)^½. For gas at 800 K and 1 Pa this is 1.76×10²² m⁻² s⁻¹, or about 1480 impacts per site per second. If one impact in a million led to dissociation, a site would gain 0.003 atoms per second, and half a layer would need about three minutes even without desorption, or longer if adsorbed atoms block sites. In this example, growth that buries the surface sooner leaves too little time for the equilibrium layer to form from the gas.

Equilibrium can also fail in principle. In a plasma, atomic nitrogen may arrive while N2 leaves. The two gases then imply different values of μ_N, a steady current of atoms flows between them, and neither value need predict the layer that forms. If atoms move over the surface much faster than they arrive and leave, the layer can still minimize Δγ for an effective μ_N, but the rates of arrival and departure decide that value. It need not lie between the values of the two gases if an arriving atom can also carry off an adsorbed one directly as N2. Sputtering by energetic ions likewise removes atoms by a process whose reverse does not occur at a matching rate. Such cases need rate equations.

Finally, a bulk compound may form before the surface phase does. For a nitride MN on substrate M, with free energies g_MN and g_M per formula unit, taking one M from the substrate and one N from the gas lowers the free energy when g_MN < g_M + μ_N. The surface diagram therefore describes full equilibrium only for μ_N ≤ g_MN − g_M. The model contains no bulk nitride, so this limit must be added before its high-pressure phases are applied to a material. The numerical output below lists the remaining boundaries and intermediate values.

Computed values

```
N2, PBE/cc-pVTZ
total energy           -218.89387 Ry
bond length            2.0850 bohr
force constant         2.9311 Ry/bohr^2
vibrational quantum    0.02143 Ry
rotational constant B  1.8023e-05 Ry
Model surface
bind, w1, w2           0.100, 0.010, 0.002 Ry
adsorbate quantum      0.004 Ry
area per site          30.0 bohr^2
Gas at T = 800 K, p = 1 Pa
kT                     0.005067 Ry
thermal wavelength     0.2204 bohr
volume per molecule    7.4537e+10 bohr^3
kT/(2B)                140.57
N2 vib. free energy    0.01064 Ry
dmu of N               -0.08213 Ry
adsorbate vib. free    -0.00320 Ry
mu_eff                 -0.07893 Ry
Phase: energy per site (Ry), dgamma (Ry/bohr^2)
  clean     0.0000    0.0000e+00
  1/4      -0.0250   -1.7562e-04
  1/2      -0.0480   -2.8458e-04
  3/4      -0.0630   -1.2687e-04
  full     -0.0760    9.7509e-05
stable phase: 1/2, -0.2215 J/m^2
Boundary: m (Ry), p* at 800 K (Pa), T* at 1 Pa (K), slope (K)
  clean-1/4: -0.100, 2.439e-04, 1019.8, -31072
  1/4-1/2: -0.092, 5.737e-03, 936.0, -28546
  1/2-3/4: -0.060, 1.755e+03, 605.8, -18441
  3/4-full: -0.052, 4.127e+04, 524.8, -15915
N2 flux                1.760e+22 m^-2 s^-1
N2 hits per site       1478.8 s^-1
Thermal disorder, 4x4 cell
coverage at 800 K, 1 Pa          0.4741
checkerboard plaquettes there    0.5843
entropy lowering per site        0.000708 Ry
upper bound kT ln2               0.003512 Ry
1/4 window middle, mu_eff        -0.0960 Ry
  coverage 100 K, 800 K          0.2498, 0.2597
  one-atom plaquettes            0.9938, 0.5925
1/2 window middle, mu_eff        -0.0760 Ry
  checkerboard plaquettes 800 K  0.6033
Missed phase if w2 = 0.008 Ry: lower by 0.0030 Ry/site
  at mu_eff                      -0.0640 Ry
```
